# Barrier-potential swing of a ballistic 2D channel at the Fermi level: test program

```python
"""
Result under test: in a saturated ballistic 2D channel with a parabolic band,
    S = d(psi)/d(log10 I) = ln(10) (kT/q) F_{1/2}(eta) / F_{-1/2}(eta),
which is about 75 mV/decade at 300 K when eta = 0.
psi : barrier potential (V), zero where the band edge meets the source Fermi level
eta : (source Fermi level - band edge at barrier top) / kT = q psi / kT
F_j : Fermi-Dirac integral with prefactor 1/Gamma(j+1)
I   : current per channel width; n : density of forward-moving carriers
The reference side sums velocity times occupation directly over k-space.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit, gamma

q, hbar, m0, kB = const.e, const.hbar, const.m_e, const.k
T = 300.0
kT = kB * T
vt = kT / q
S0 = np.log(10) * vt * 1e3          # dilute swing, mV/decade

# Round model parameters
mass = 0.5                          # in electron masses
g = 4                               # two spins times two valleys
t_ins, kappa = 4e-9, 16.0           # insulator thickness (m), permittivity
V_drain, V_low = 0.6, 0.05          # V
source_depth = 0.1                  # source Fermi level above its band edge, eV
L_half = 5e-9                       # barrier top to source band edge, m
alpha = 1.0                         # nonparabolicity, 1/eV
valley_gap, valley_ratio = 0.2, 3.0 # eV; six upper valleys against two
mobility = 50e-4                    # m^2/Vs
T_hot = 358.0


def fermi_integral(j, eta):
    """Quadrature with energy = t^2, which removes the endpoint singularity."""
    step = 0.02
    t = (np.arange(400) + 0.5) * step
    occupation = expit(np.asarray(eta)[..., None] - t**2)
    return 2 * step * np.sum(t**(2*j + 1) * occupation, axis=-1) / gamma(j + 1)


def swing_formula(eta):
    return S0 * fermi_integral(0.5, eta) / fermi_integral(-0.5, eta)


def k_space(eta, mass_tensor):
    """Current per width, forward density, current-weighted mean of 1-f."""
    w = np.linalg.inv(mass_tensor)
    k_unit = np.sqrt(m0 * kT) / hbar
    dk, n_angle = 0.01, 1440
    k = (np.arange(1000) + 0.5) * dk
    angle = (np.arange(n_angle) + 0.5) * 2 * np.pi / n_angle
    c, s = np.cos(angle), np.sin(angle)
    curvature = w[0, 0]*c*c + 2*w[0, 1]*c*s + w[1, 1]*s*s
    direction = w[0, 0]*c + w[0, 1]*s
    forward = direction > 0
    f = expit(eta - 0.5 * k[:, None]**2 * curvature[forward])
    cell = g * k_unit**2 / (4*np.pi**2) * dk * 2*np.pi/n_angle
    flux = k[:, None]**2 * direction[forward] * f
    current = q * cell * hbar * k_unit / m0 * flux.sum()
    density = cell * np.sum(k[:, None] * f)
    return current, density, np.sum(flux * (1 - f)) / flux.sum()


def numerical_swing(current_function, eta, step=0.02):
    slope = (np.log(current_function(eta + step))
             - np.log(current_function(eta - step))) / (2*step)
    return S0 / slope


iso = np.eye(2) * mass
direct_current = lambda eta: k_space(eta, iso)[0]


def current_formula(eta, m_yy):
    return (q * g * kT**1.5 * np.sqrt(2*np.pi*m_yy*m0)
            / (4*np.pi**2*hbar**2) * fermi_integral(0.5, eta))


# Swing formula and blocking average at several band-edge positions
edges_meV = np.array([100, 50, 0, -50, -100])
table = []
for edge in edges_meV:
    eta = -edge * 1e-3 / vt
    direct = numerical_swing(direct_current, eta)
    blocked = k_space(eta, iso)[2]
    assert abs(direct / swing_formula(eta) - 1) < 1e-4
    assert abs(S0 / blocked / direct - 1) < 1e-4
    table.append((edge, direct, blocked))
S_zero = numerical_swing(direct_current, 0.0)
assert abs(S_zero - 75) < 0.5

# Leading dilute correction
eta_dilute = -5.0
correction = numerical_swing(direct_current, eta_dilute) / S0 - 1
assert abs(correction / (np.exp(eta_dilute) / (2*np.sqrt(2))) - 1) < 0.02

# Alternating sums, accelerated by averaging neighbours repeatedly
def averaged_sum(power):
    n = np.arange(1, 11)
    partial = np.cumsum((-1.0)**(n + 1) / n**power)[4:]
    values = partial.copy()
    while len(values) > 1:
        values = (values[1:] + values[:-1]) / 2
    return partial, values[0]

partial_half, sum_half = averaged_sum(0.5)
partial_three, sum_three = averaged_sum(1.5)
assert abs(sum_half - fermi_integral(-0.5, 0.0)) < 3e-5
assert abs(sum_three - fermi_integral(0.5, 0.0)) < 3e-5

# Current prefactor, also for a rotated anisotropic mass
I_zero, n_zero, blocking_zero = k_space(0.0, iso)
assert abs(I_zero / current_formula(0.0, mass) - 1) < 1e-4
a30 = np.pi / 6
rotation = np.array([[np.cos(a30), -np.sin(a30)], [np.sin(a30), np.cos(a30)]])
tilted = rotation @ np.diag([0.4, 0.9]) @ rotation.T
I_tilted = k_space(0.0, tilted)[0]
assert abs(I_tilted / current_formula(0.0, tilted[1, 1]) - 1) < 1e-4
S_tilted = numerical_swing(lambda e: k_space(e, tilted)[0], 0.0)
assert abs(S_tilted / S_zero - 1) < 1e-4

# Finite drain bias
def drain_swing(bias):
    u = bias / vt
    top = fermi_integral(0.5, 0.0) - fermi_integral(0.5, -u)
    bottom = fermi_integral(-0.5, 0.0) - fermi_integral(-0.5, -u)
    return S0 * top / bottom

for bias in (V_drain, V_low):
    net = lambda e: direct_current(e) - direct_current(e - bias/vt)
    assert abs(numerical_swing(net, 0.0) / drain_swing(bias) - 1) < 2e-4

# Gate voltage: mobile charge screens the gate
C_ins = kappa * const.epsilon_0 / t_ins
density_scale = g * mass * m0 * kT / (4*np.pi*hbar**2)
assert abs(n_zero / (density_scale*np.log(2)) - 1) < 1e-4
C_q = q**2 * density_scale / kT * 0.5
S_gate = S_zero * (1 + C_q / C_ins)
h = 0.02
low, high = k_space(-h, iso), k_space(h, iso)
gate_change = 2*h*vt + q*(high[1] - low[1])/C_ins
S_gate_direct = 1e3 * gate_change / np.log10(high[0]/low[0])
assert abs(S_gate_direct / S_gate - 1) < 2e-4
field = q * n_zero / (kappa * const.epsilon_0)

# Tunnelling and reflection at an inverted parabola pinned to the source edge
def barrier_quantum(eta):
    """hbar omega / kT of the barrier curvature."""
    height = (source_depth/vt - eta) * kT
    return hbar * np.sqrt(2*height/(mass*m0)) / L_half / kT

def tunnel_current(eta):
    bottom = -(source_depth/vt - eta)
    count = 4000
    dx = (40 - bottom) / count
    x = bottom + (np.arange(count) + 0.5)*dx
    transmission = expit(2*np.pi*x / barrier_quantum(eta))
    return dx * np.sum(transmission * fermi_integral(-0.5, eta - x))

eta_test = -6.0
a = barrier_quantum(eta_test) / (2*np.pi)
enhancement = tunnel_current(eta_test) / fermi_integral(0.5, eta_test)
assert abs(enhancement / (np.pi*a/np.sin(np.pi*a)) - 1) < 5e-3
S_tunnel = numerical_swing(tunnel_current, 0.0)
tunnel_ratio = tunnel_current(0.0) / fermi_integral(0.5, 0.0)

# Nonparabolic band E(1 + alpha E) = hbar^2 k^2 / 2m, summed over k
def kane_current(eta, strength):
    b = strength * vt
    k = (np.arange(3000) + 0.5) * 0.005
    root = np.sqrt(1 + 2*b*k**2)
    energy = k**2 / (1 + root)
    return np.sum(k * (k/root) * expit(eta - energy))

assert abs(numerical_swing(lambda e: kane_current(e, 0.0), 0.0)/S_zero - 1) < 1e-4
S_kane = numerical_swing(lambda e: kane_current(e, alpha), 0.0)

# Higher valleys with the same transverse mass
S_valley = numerical_swing(lambda e: fermi_integral(0.5, e)
    + valley_ratio*fermi_integral(0.5, e - valley_gap/vt), 0.0)

# Backscattering: conductivity = mean free path times d(I forward)/d(psi)
conductance_slope = (high[0] - low[0]) / (2*h*vt)
free_path = q * 2*n_zero * mobility / conductance_slope
critical_length = lambda e: L_half / np.sqrt(source_depth/vt - e)
through = lambda e: free_path / (free_path + critical_length(e))
S_scatter = numerical_swing(lambda e: through(e)*fermi_integral(0.5, e), 0.0)

print(f"temperature: {T:.0f} K; kT/q: {vt*1e3:.3f} mV")
print(f"mass: {mass} m0; spin times valleys: {g}")
print(f"insulator: {t_ins*1e9:.1f} nm, relative permittivity {kappa:.0f}")
print(f"dilute swing: {S0:.2f} mV/decade")
print("partial sums 5 to 10, power 1/2:", np.round(partial_half, 5))
print("partial sums 5 to 10, power 3/2:", np.round(partial_three, 5))
print(f"averaged sum, power 1/2: {sum_half:.5f}")
print(f"averaged sum, power 3/2: {sum_three:.5f}")
print(f"F_-1/2(0): {fermi_integral(-0.5, 0.0):.5f}")
print(f"F_1/2(0): {fermi_integral(0.5, 0.0):.5f}")
print(f"ratio F_1/2(0)/F_-1/2(0): {swing_formula(0.0)/S0:.5f}")
print(f"swing at eta=0, formula: {swing_formula(0.0):.2f} mV/decade")
print(f"swing at eta=0, k-space: {S_zero:.2f} mV/decade")
print("band edge minus Fermi level (meV), swing (mV/decade), mean 1-f:")
for edge, swing, blocked in table:
    print(f"  {edge:5d}  {swing:8.2f}  {blocked:.4f}")
print(f"dilute correction at eta={eta_dilute:.0f}: {correction:.5f}")
print(f"current at eta=0: {I_zero*1e-3:.3f} mA/um")
print(f"forward density at eta=0: {n_zero*1e-4:.3e} cm^-2")
print(f"injection velocity: {I_zero/(q*n_zero)*100:.3e} cm/s")
print(f"insulator capacitance: {C_ins*100:.2f} uF/cm2")
print(f"quantum capacitance: {C_q*100:.2f} uF/cm2")
print(f"gate factor 1+Cq/C: {1 + C_q/C_ins:.3f}")
print(f"swing against gate voltage: {S_gate:.1f} mV/decade")
print(f"insulator field from mobile charge: {field*1e-8:.3f} MV/cm")
for bias in (V_drain, V_low):
    print(f"swing at drain bias {bias:.2f} V: {drain_swing(bias):.2f} mV/decade")
print(f"source depth: {source_depth} eV; half barrier: {L_half*1e9:.1f} nm")
print(f"barrier hbar omega: {barrier_quantum(0.0)*vt*1e3:.1f} meV")
print(f"current ratio with tunnelling: {tunnel_ratio:.3f}")
print(f"swing with tunnelling: {S_tunnel:.2f} mV/decade")
print(f"swing, nonparabolicity {alpha:.1f} /eV: {S_kane:.2f} mV/decade")
print(f"swing, upper valleys at {valley_gap} eV: {S_valley:.2f} mV/decade")
print(f"swing, masses 0.4 and 0.9 m0 at 30 deg: {S_tilted:.2f} mV/decade")
print(f"mobility: {mobility*1e4:.0f} cm2/Vs; free path: {free_path*1e9:.2f} nm")
print(f"critical length: {critical_length(0.0)*1e9:.2f} nm")
print(f"transmission with backscattering: {through(0.0):.3f}")
print(f"swing with backscattering: {S_scatter:.2f} mV/decade")
print(f"swing at eta=0 and {T_hot:.0f} K: {S_zero*T_hot/T:.2f} mV/decade")
print("all tests passed")
```

Output:

```
temperature: 300 K; kT/q: 25.852 mV
mass: 0.5 m0; spin times valleys: 4
insulator: 4.0 nm, relative permittivity 16
dilute swing: 59.53 mV/decade
partial sums 5 to 10, power 1/2: [0.81746 0.40921 0.78717 0.43362 0.76695 0.45073]
partial sums 5 to 10, power 3/2: [0.80334 0.7353  0.78929 0.7451  0.78214 0.75051]
averaged sum, power 1/2: 0.60490
averaged sum, power 3/2: 0.76515
F_-1/2(0): 0.60490
F_1/2(0): 0.76515
ratio F_1/2(0)/F_-1/2(0): 1.26492
swing at eta=0, formula: 75.30 mV/decade
swing at eta=0, k-space: 75.30 mV/decade
band edge minus Fermi level (meV), swing (mV/decade), mean 1-f:
    100     59.96  0.9927
     50     62.41  0.9537
      0     75.30  0.7906
    -50    113.04  0.5266
   -100    172.79  0.3445
dilute correction at eta=-5: 0.00238
current at eta=0: 0.504 mA/um
forward density at eta=0: 3.743e+12 cm^-2
injection velocity: 8.399e+06 cm/s
insulator capacitance: 3.54 uF/cm2
quantum capacitance: 16.73 uF/cm2
gate factor 1+Cq/C: 5.724
swing against gate voltage: 431.0 mV/decade
insulator field from mobile charge: 0.423 MV/cm
swing at drain bias 0.60 V: 75.30 mV/decade
swing at drain bias 0.05 V: 78.87 mV/decade
source depth: 0.1 eV; half barrier: 5.0 nm
barrier hbar omega: 34.9 meV
current ratio with tunnelling: 1.037
swing with tunnelling: 77.93 mV/decade
swing, nonparabolicity 1.0 /eV: 75.11 mV/decade
swing, upper valleys at 0.2 eV: 75.26 mV/decade
swing, masses 0.4 and 0.9 m0 at 30 deg: 75.30 mV/decade
mobility: 50 cm2/Vs; free path: 3.89 nm
critical length: 2.54 nm
transmission with backscattering: 0.605
swing with backscattering: 80.50 mV/decade
swing at eta=0 and 358 K: 89.85 mV/decade
all tests passed
```
